# Unfolding the monkey saddle with an isotropic quadratic term: test program

```python
"""Unfolding of the monkey saddle.
Result under test: V = a(x^3 - 3 x y^2) + (k/2)(x^2 + y^2), a > 0, k > 0,
has one minimum (origin) and three ordinary saddles at distance k/(3a),
height k^3/(54 a^2), curvatures -k and 3k, and no other critical point.
x, y: in-plane position (nm); a: cubic coefficient (eV/nm^3);
k: isotropic curvature (eV/nm^2).
Example: model adatom in a threefold hollow of a copper (111) face.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.ndimage import label

x, y = sp.symbols("x y", real=True)


def potential(a, k, b=0):
    r2 = x**2 + y**2
    return a * (x**3 - 3 * x * y**2) + k * r2 / 2 + b * r2**2


def derivatives(pot):
    g = sp.lambdify((x, y), [sp.diff(pot, v) for v in (x, y)], "numpy")
    h = sp.lambdify((x, y), [[sp.diff(pot, u, v) for v in (x, y)]
                             for u in (x, y)], "numpy")
    return g, h


def newton(g, h, start):
    """Newton search for a zero gradient; None if it fails."""
    p = np.array(start, dtype=float)
    for _ in range(80):
        hess = np.array(h(*p), dtype=float)
        if abs(np.linalg.det(hess)) < 1e-12:
            return None
        step = np.linalg.solve(hess, np.array(g(*p), dtype=float))
        p = p - step
        if np.max(np.abs(p)) > 1e3:
            return None
        if np.linalg.norm(step) < 1e-14:
            break
    return p if np.linalg.norm(g(*p)) < 1e-9 else None


def critical_points(pot, span, n=20):
    """All distinct critical points reached from a grid of starts."""
    g, h = derivatives(pot)
    found = []
    for sx in np.linspace(-span, 1.03 * span, n):
        for sy in np.linspace(-span, 1.05 * span, n):
            p = newton(g, h, (sx, sy))
            if p is not None and all(np.linalg.norm(p - q) > 1e-6
                                     for q in found):
                found.append(p)
    return sorted(found, key=np.linalg.norm)


def winding(pot, centre, radius):
    """Turns of the gradient vector along a counterclockwise circle."""
    g, _ = derivatives(pot)
    t = np.linspace(0, 2 * np.pi, 2001)
    gx, gy = g(centre[0] + radius * np.cos(t), centre[1] + radius * np.sin(t))
    angle = np.unwrap(np.arctan2(gy, gx))
    return (angle[-1] - angle[0]) / (2 * np.pi)


# Model parameters and derived formulas
a, k = 250.0, 60.0
r0 = k / (3 * a)
barrier = k**3 / (54 * a**2)
V = potential(a, k)
V_num = sp.lambdify((x, y), V, "numpy")
grad, hess = derivatives(V)

# Polar form at random points
rng = np.random.default_rng(1)
rad, ang = rng.uniform(0, 0.2, 50), rng.uniform(0, 2 * np.pi, 50)
polar = k * rad**2 / 2 + a * rad**3 * np.cos(3 * ang)
assert np.allclose(V_num(rad * np.cos(ang), rad * np.sin(ang)), polar,
                   rtol=1e-10, atol=1e-12)

# Numerical search against predicted positions, heights and curvatures
points = critical_points(V, 3 * r0)
assert len(points) == 4
assert np.linalg.norm(points[0]) < 1e-10
eig_min = np.linalg.eigvalsh(np.array(hess(*points[0]), dtype=float))
assert np.allclose(eig_min, [k, k])
saddles = sorted(points[1:], key=lambda p: np.arctan2(p[1], p[0]) % (2*np.pi))
for p, degrees in zip(saddles, (60, 180, 300)):
    t = np.radians(degrees)
    assert np.allclose(p, [r0 * np.cos(t), r0 * np.sin(t)], atol=1e-10)
    assert abs(V_num(*p) - barrier) < 1e-12
    H = np.array(hess(*p), dtype=float)
    assert np.allclose(np.linalg.eigvalsh(H), [-k, 3 * k])
    radial = np.array([np.cos(t), np.sin(t)])
    assert np.allclose(H @ radial, -k * radial, atol=1e-7)

# The level line through the saddles is a triangle
A, K = sp.symbols("A K", positive=True)
R = K / (3 * A)
product = 4 * A
for i in range(3):
    t = 2 * sp.pi * i / 3
    product *= sp.cos(t) * x + sp.sin(t) * y - R / 2
assert sp.simplify(sp.expand(potential(A, K) - K**3 / (54 * A**2)
                             - product)) == 0

# Flood fill: the well is closed just below the barrier, open just above
axis = np.linspace(-2 * r0, 2 * r0, 401)
X, Y = np.meshgrid(axis, axis, indexing="ij")


def well_is_open(level):
    regions, _ = label(V_num(X, Y) < level)
    edge = np.concatenate([regions[0], regions[-1],
                           regions[:, 0], regions[:, -1]])
    return bool(np.any(edge == regions[200, 200]))


assert not well_is_open(0.98 * barrier)
assert well_is_open(1.02 * barrier)

# Winding numbers before and after unfolding
w_monkey = winding(potential(a, 0), (0, 0), r0)
w_far = winding(V, (0, 0), 5 * r0)
w_min = winding(V, points[0], 0.2 * r0)
w_sad = [winding(V, p, 0.2 * r0) for p in saddles]
assert np.allclose([w_monkey, w_far, w_min], [-2, -2, 1], atol=1e-6)
assert np.allclose(w_sad, -1, atol=1e-6)
assert abs(w_min + sum(w_sad) - w_monkey) < 1e-6

# Scaling: search again with half the curvature
V_half = potential(a, k / 2)
half_points = critical_points(V_half, 3 * r0)
assert len(half_points) == 4
r_half = np.linalg.norm(half_points[1])
e_half = float(V_half.subs({x: half_points[1][0], y: half_points[1][1]}))
assert abs(r_half / r0 - 1 / 2) < 1e-8
assert abs(e_half / barrier - 1 / 8) < 1e-8

# A positive quartic term limits the allowed k (dimensionless, a = b = 1)
k_limit = 9 / 16
k_low, k_high = 0.3, 0.7
low = critical_points(potential(1, k_low, 1), 1.0)
high = critical_points(potential(1, k_high, 1), 1.0)
assert k_low < k_limit < k_high
assert len(low) == 7 and len(high) == 1
root = np.sqrt(9 - 16 * k_low)
expected = [0] + [(3 - root) / 8] * 3 + [(3 + root) / 8] * 3
low_radii = [np.linalg.norm(p) for p in low]
assert np.allclose(low_radii, expected, atol=1e-8)
_, h_low = derivatives(potential(1, k_low, 1))
negative = [int(np.sum(np.linalg.eigvalsh(np.array(h_low(*p), dtype=float))
                       < 0)) for p in low]
assert negative == [0, 1, 1, 1, 0, 0, 0]

# Periodic surface potential with the same k and a at the hollow
G = 4 / (np.sqrt(3) * r0)
U0 = 4 * k / (3 * G**2)
U = sum(U0 * sp.cos(G * (np.cos(t) * x + np.sin(t) * y) + 2 * np.pi / 3)
        for t in 2 * np.pi * np.arange(3) / 3)


def at_hollow(*variables):
    return float(sp.diff(U, *variables).subs({x: 0, y: 0}))


assert abs(at_hollow(x)) < 1e-9 and abs(at_hollow(y)) < 1e-9
assert np.allclose([at_hollow(x, x), at_hollow(y, y)], k)
assert np.allclose([at_hollow(x, x, x), at_hollow(x, y, y)], [6*a, -6*a])
gU, hU = derivatives(U)
bridge = newton(gU, hU, (-r0, 0))
assert bridge is not None
eig_bridge = np.linalg.eigvalsh(np.array(hU(*bridge), dtype=float))
assert eig_bridge[0] < 0 < eig_bridge[1]
U_num = sp.lambdify((x, y), U, "numpy")
r_bridge = np.linalg.norm(bridge)
e_bridge = U_num(*bridge) - U_num(0, 0)
spacing = 4 * np.pi / (np.sqrt(3) * G)
assert abs(r_bridge - spacing / (2 * np.sqrt(3))) < 1e-9
assert abs(e_bridge - U0 / 2) < 1e-9

# Quantum and thermal effects for a copper mass
mass_u = 63.5
mass = mass_u * const.atomic_mass


def quantum(curvature):
    """hbar*omega in eV for a curvature in eV/nm^2."""
    omega = np.sqrt(curvature * const.e / 1e-18 / mass)
    return const.hbar * omega / const.e


hw = quantum(k)
eig_sad = np.linalg.eigvalsh(np.array(hess(*saddles[1]), dtype=float))
zero_shift = quantum(eig_sad[1]) / 2 - sum(quantum(c) for c in eig_min) / 2
assert abs(zero_shift - (np.sqrt(3) / 2 - 1) * hw) < 1e-10
kB = const.k / const.e
T_cold, T_room = 100.0, 300.0
kT = kB * T_cold
hw_barrier = quantum(-eig_sad[0])


def transmitted(E):
    """Thermal weight times parabolic-barrier transmission, E from the top."""
    return np.exp(-E / kT) / (1 + np.exp(-2 * np.pi * E / hw_barrier)) / kT


kappa = (quad(transmitted, -barrier, 0, limit=200, points=[-hw])[0]
         + quad(transmitted, 0, 40 * kT, limit=200)[0])
u = hw_barrier / kT
assert abs(kappa - (u / 2) / np.sin(u / 2)) < 1e-6

print(f"curvature k = {k:.0f} eV/nm^2")
print(f"cubic coefficient a = {a:.0f} eV/nm^3")
print(f"critical points found = {len(points)}")
print(f"saddle distance r0 = {r0:.4f} nm")
print(f"barrier E_b = {barrier:.4f} eV")
print(f"minimum curvatures = {eig_min[0]:.1f}, {eig_min[1]:.1f} eV/nm^2")
for p, degrees in zip(saddles, (60, 180, 300)):
    px, py = (round(float(c), 5) + 0.0 for c in p)
    e1, e2 = np.linalg.eigvalsh(np.array(hess(*p), dtype=float))
    print(f"saddle at {degrees} deg: x = {px:.5f} nm, y = {py:.5f} nm")
    print(f"  V = {V_num(*p):.4f} eV, curvatures = "
          f"{e1:.1f}, {e2:.1f} eV/nm^2")
print(f"well open at 0.98 E_b: {well_is_open(0.98 * barrier)}")
print(f"well open at 1.02 E_b: {well_is_open(1.02 * barrier)}")
print(f"gradient turns, monkey saddle (k = 0) = {w_monkey:.0f}")
print(f"gradient turns, far circle (k > 0) = {w_far:.0f}")
print(f"gradient turns, minimum = {w_min:.0f}")
print(f"gradient turns, each saddle = {w_sad[0]:.0f}")
print(f"half curvature: k = {k / 2:.0f} eV/nm^2")
print(f"half curvature: saddle distance = {r_half:.4f} nm")
print(f"half curvature: barrier = {e_half:.4f} eV")
print(f"quartic test (a = b = 1): limit of k = {k_limit:.4f}")
print(f"quartic test: k = {k_low}, critical points = {len(low)}")
print(f"quartic test: inner saddle radius = {low_radii[1]:.4f}")
print(f"quartic test: cubic-only radius k/(3a) = {k_low / 3:.4f}")
print(f"quartic test: outer minimum radius = {low_radii[4]:.4f}")
print(f"quartic test: k = {k_high}, critical points = {len(high)}")
print(f"periodic surface: atom spacing = {spacing:.4f} nm")
print(f"periodic surface: hollow-bridge distance = {r_bridge:.4f} nm")
print(f"periodic surface: barrier = {e_bridge:.4f} eV")
print(f"cubic/periodic distance ratio = {r0 / r_bridge:.3f}")
print(f"cubic/periodic barrier ratio = {barrier / e_bridge:.3f}")
print(f"adatom mass = {mass_u} u")
print(f"vibrational quantum at minimum = {hw:.5f} eV")
print(f"zero-point shift of barrier = {zero_shift:.5f} eV")
print(f"tunnelling factor at {T_cold:.0f} K = {kappa:.4f}")
for T in (T_cold, T_room):
    print(f"at {T:.0f} K: E_b/(k_B T) = {barrier / (kB * T):.2f}, "
          f"periodic barrier/(k_B T) = {e_bridge / (kB * T):.2f}")
print("all good")
```

Printed output:

```
curvature k = 60 eV/nm^2
cubic coefficient a = 250 eV/nm^3
critical points found = 4
saddle distance r0 = 0.0800 nm
barrier E_b = 0.0640 eV
minimum curvatures = 60.0, 60.0 eV/nm^2
saddle at 60 deg: x = 0.04000 nm, y = 0.06928 nm
  V = 0.0640 eV, curvatures = -60.0, 180.0 eV/nm^2
saddle at 180 deg: x = -0.08000 nm, y = 0.00000 nm
  V = 0.0640 eV, curvatures = -60.0, 180.0 eV/nm^2
saddle at 300 deg: x = 0.04000 nm, y = -0.06928 nm
  V = 0.0640 eV, curvatures = -60.0, 180.0 eV/nm^2
well open at 0.98 E_b: False
well open at 1.02 E_b: True
gradient turns, monkey saddle (k = 0) = -2
gradient turns, far circle (k > 0) = -2
gradient turns, minimum = 1
gradient turns, each saddle = -1
half curvature: k = 30 eV/nm^2
half curvature: saddle distance = 0.0400 nm
half curvature: barrier = 0.0080 eV
quartic test (a = b = 1): limit of k = 0.5625
quartic test: k = 0.3, critical points = 7
quartic test: inner saddle radius = 0.1188
quartic test: cubic-only radius k/(3a) = 0.1000
quartic test: outer minimum radius = 0.6312
quartic test: k = 0.7, critical points = 1
periodic surface: atom spacing = 0.2513 nm
periodic surface: hollow-bridge distance = 0.0726 nm
periodic surface: barrier = 0.0480 eV
cubic/periodic distance ratio = 1.103
cubic/periodic barrier ratio = 1.333
adatom mass = 63.5 u
vibrational quantum at minimum = 0.00628 eV
zero-point shift of barrier = -0.00084 eV
tunnelling factor at 100 K = 1.0225
at 100 K: E_b/(k_B T) = 7.43, periodic barrier/(k_B T) = 5.57
at 300 K: E_b/(k_B T) = 2.48, periodic barrier/(k_B T) = 1.86
all good
```
